\section*{Zero skewness, kurtosis above 3: Pearson profiles without a maximum-entropy counterpart}

\section{The failure and its setting}

Suppose that a profile routine receives the mean depth, straggle, skewness and kurtosis of an implant and is asked for the profile of largest entropy. With zero skewness and kurtosis 4, a solver on a finite depth grid may converge and return a smooth central peak with a few ions piled up at the ends of the grid. A wider grid moves these ions outward. Refining the mesh cannot cure this, because on an unbounded axis the requested profile does not exist. A Pearson profile with the same four moments does exist.

Let $x$ be depth, $R_p$ the mean depth and $\sigma>0$ the straggle. Define
\begin{equation}
 y=\frac{x-R_p}{\sigma},\qquad C(x)=\frac{\Phi}{\sigma}f(y),\qquad \mu_n=\int y^n f\,dy ,
\end{equation}
where $C$ is the concentration and $\Phi$ the dose. Integrals without limits run over the whole real axis. The constraints are
\begin{equation}
 \mu_0=1,\quad \mu_1=0,\quad \mu_2=1,\quad \mu_3=0,\quad \mu_4=\kappa ,
 \label{eq:constraints}
\end{equation}
with finite $\kappa>3$. Here $\kappa$ is the full kurtosis, equal to 3 for a Gaussian, and not the excess. The entropy is
\begin{equation}
 h[f]=-\int f\ln f\,dy .
\end{equation}
Using $x$ instead of $y$ adds the constant $\ln\sigma$, which does not affect the maximization at fixed straggle.

\section{An upper bound that cannot be reached}

Let $g(y)=e^{-y^2/2}/\sqrt{2\pi}$. Since $\ln u\le u-1$, with equality only at $u=1$, setting $u=g/f$ where $f>0$ gives $f\ln(g/f)\le g-f$. Integration yields
\begin{equation}
 \int f\ln\frac{f}{g}\,dy\ge 0 ,
 \label{eq:gibbs}
\end{equation}
with equality only if $f=g$ almost everywhere. This is the Gibbs inequality, and it holds for any pair of normalized densities for which the integral is defined. The variance constraint fixes
\begin{equation}
 -\int f\ln g\,dy=\tfrac12\ln(2\pi)+\tfrac12\mu_2=\tfrac12\ln(2\pi e)\equiv h_G .
\end{equation}
Therefore
\begin{equation}
 h[f]=h_G-\int f\ln\frac{f}{g}\,dy\le h_G .
\end{equation}
Equality would require $f=g$, whose kurtosis is 3. Every profile obeying \eqref{eq:constraints} thus has $h[f]<h_G$. It remains to show that $h_G$ can be approached as closely as desired.

\section{Profiles that approach the bound}

Write $N(0,v)$ for the centred Gaussian density of variance $v$, and take
\begin{equation}
 f_\varepsilon=(1-\varepsilon)N(0,s^2)+\varepsilon N(0,t^2),\qquad s^2=1-p,\quad t^2=1+q .
\end{equation}
The odd moments vanish by symmetry. The variance condition is
\begin{equation}
 -(1-\varepsilon)p+\varepsilon q=0\quad\Rightarrow\quad q=\frac{1-\varepsilon}{\varepsilon}\,p .
\end{equation}
A Gaussian of variance $v$ has fourth moment $3v^2$, so the kurtosis condition is $(1-\varepsilon)s^4+\varepsilon t^4=\kappa/3$. The terms linear in $p$ and $q$ cancel by the variance condition, leaving
\begin{equation}
 (1-\varepsilon)p^2+\varepsilon q^2=\frac{\kappa-3}{3}\equiv d^2 .
\end{equation}
Inserting $q$ turns the left side into $(1-\varepsilon)p^2/\varepsilon$. Hence
\begin{equation}
 s^2=1-d\sqrt{\frac{\varepsilon}{1-\varepsilon}},\qquad
 t^2=1+d\sqrt{\frac{1-\varepsilon}{\varepsilon}} .
\end{equation}
The condition $s^2>0$ means $\varepsilon<1/(1+d^2)=3/\kappa$. All constraints hold for each such $\varepsilon>0$, not merely in the limit.

The function $-u\ln u$ is concave, so the entropy of a mixture is at least the weighted mean of the entropies of its parts. As $N(0,v)$ has entropy $h_G+\frac12\ln v$,
\begin{equation}
 0<h_G-h[f_\varepsilon]\le
 -\tfrac12\left[(1-\varepsilon)\ln s^2+\varepsilon\ln t^2\right].
 \label{eq:gap}
\end{equation}
For $\varepsilon\to0$, $s^2\to1$, while $t^2$ grows as $\varepsilon^{-1/2}$ and $\varepsilon\ln t^2\to0$. The right side vanishes, with leading term $\frac12d\sqrt\varepsilon$. The supremum is therefore $h_G$, and no profile attains it.

Both parts of $f_\varepsilon$ decrease away from $y=0$, so the profile is symmetric and has a single peak. Excluding profiles with several peaks does not restore a maximum.

The broad part holds a fraction $\varepsilon$ of the ions. Its contribution to the variance, $\varepsilon t^2$, tends to zero, but its contribution to the fourth moment, $3\varepsilon t^4$, tends to $3d^2=\kappa-3$. The profile converges to the Gaussian at each depth, while the excess fourth moment escapes to infinite distance with a vanishing number of ions.

\section{What happens to the Lagrange multipliers}

Stationarity of the entropy under the constraints suggests
\begin{equation}
 p(y)=\exp\left(-\sum_{k=0}^{4}\lambda_k y^k\right).
 \label{eq:quartic}
\end{equation}
If a normalizable $p$ of this form satisfied \eqref{eq:constraints}, the Gibbs inequality with $p$ in place of $g$ would give, for every admissible $f$,
\begin{equation}
 h[f]\le-\int f\ln p\,dy=\sum_k\lambda_k\mu_k=h[p].
 \label{eq:maxent}
\end{equation}
Then $p$ would be a maximizer, which has just been excluded. No multipliers solve the problem, even if $p$ is allowed to be asymmetric.

A solver that minimizes the convex dual function
\begin{equation}
 \Gamma(\lambda)=\ln\int\exp\left[-\sum_{k=1}^{4}\lambda_k(y^k-\mu_k)\right]dy
\end{equation}
meets the failure as follows. Differentiation gives $\partial\Gamma/\partial\lambda_4=\kappa-\langle y^4\rangle$, where the average is over the trial density. At the Gaussian ($\lambda_2=\frac12$, the others zero) the derivatives with respect to $\lambda_1,\lambda_2,\lambda_3$ vanish, and this one equals $\kappa-3>0$. Descent requires $\lambda_4<0$, for which the integral diverges. The dual minimum is the Gaussian on the boundary of the allowed region, and the Gaussian misses the fourth moment.

At $\kappa=3$ the Gaussian is the unique maximizer. A symmetric density with $\lambda_4>0$, scaled to unit variance, can therefore have neither $\kappa>3$ nor $\kappa=3$, so it has $\kappa<3$. For $\exp(-ry^2-y^4)$ with $r=-8,-2,0,2,10,50$, the computed kurtosis rises with $r$ and reaches 2.9976 at $r=50$.

\section{The Pearson profile}

The Pearson family is defined by
\begin{equation}
 (b_0+b_1y+b_2y^2)f'=(y-a)f .
\end{equation}
Multiply by $y^n$ and integrate by parts. If the boundary terms vanish,
\begin{equation}
 -\left[n b_0\mu_{n-1}+(n+1)b_1\mu_n+(n+2)b_2\mu_{n+1}\right]
 =\mu_{n+1}-a\mu_n .
\end{equation}
With the moments \eqref{eq:constraints}, $n=0,1,2,3$ give in turn
\begin{align}
 b_1&=a, & b_0+3b_2&=-1,\\
 3b_1&=a, & 3b_0+5\kappa b_2&=-\kappa .
\end{align}
The left-hand pair gives $a=b_1=0$. Substituting $b_0=-1-3b_2$ into the last equation gives $(5\kappa-9)b_2=-(\kappa-3)$, so that
\begin{equation}
 b_2=-\frac{\kappa-3}{5\kappa-9},\qquad b_0=-\frac{2\kappa}{5\kappa-9}.
\end{equation}
Integrating $f'/f=y/(b_0+b_2y^2)$ produces
\begin{equation}
 f(y)=N\left(1+\frac{y^2}{c^2}\right)^{-m},
 \label{eq:pearson}
\end{equation}
\begin{equation}
 c^2=\frac{b_0}{b_2}=\frac{2\kappa}{\kappa-3},\qquad
 m=-\frac1{2b_2}=\frac52+\frac3{\kappa-3}.
\end{equation}
Since $2m>5$, the fourth moment is finite. The largest boundary term, at $n=3$, behaves as $|y|^{5-2m}$ and vanishes.

The moments can be confirmed directly. With $u=y^2/c^2$,
\begin{equation}
 \int y^{2j}\left(1+\frac{y^2}{c^2}\right)^{-m}dy
 =c^{2j+1}\frac{\Gamma(j+\frac12)\Gamma(m-j-\frac12)}{\Gamma(m)} .
\end{equation}
The case $j=0$ fixes $N=\Gamma(m)/[\sqrt\pi\,c\,\Gamma(m-\frac12)]$. Ratios to this case give
\begin{equation}
 \mu_2=\frac{c^2}{2m-3},\qquad \mu_4=\frac{3c^4}{(2m-3)(2m-5)} .
\end{equation}
Here $2m-3=2\kappa/(\kappa-3)=c^2$ and $2m-5=6/(\kappa-3)$. Hence $\mu_2=1$ and $\mu_4=3c^2(\kappa-3)/6=\kappa$. The skewness is zero by symmetry, so the profile exists for every finite $\kappa>3$.

As $\kappa\to3^+$, both $m$ and $c^2$ diverge with $m/c^2\to\frac12$, and the Gaussian returns. As $\kappa\to\infty$, $m\to\frac52$ and the fourth moment is on the verge of divergence.

Differentiating the logarithm of the $j=0$ integral with respect to $m$ at fixed $c$ gives $\langle\ln(1+y^2/c^2)\rangle=\psi(m)-\psi(m-\frac12)$, with $\psi$ the digamma function. Thus
\begin{equation}
 h=-\ln N+m\left[\psi(m)-\psi(m-\tfrac12)\right]<h_G .
\end{equation}
The Pearson profile satisfies the moments without maximizing the entropy they allow.

\section{A worked profile}

Take $R_p=250$ nm, $\sigma=80$ nm, $\Phi=10^{14}$ cm$^{-2}$ and background doping $10^{16}$ cm$^{-3}$. The range and straggle are rough typical values for phosphorus implanted into silicon near 200 keV; $\kappa=4$ and zero skewness are model choices. Then $m=5.5$, $c\sigma=226.3$ nm and $N=0.4350$. The Pearson peak is
\begin{equation}
 \frac{\Phi N}{\sigma}=\frac{10^{14}\times0.4350}{8\times10^{-6}}\ \mathrm{cm^{-3}}
 =5.44\times10^{18}\ \mathrm{cm^{-3}},
\end{equation}
against $4.99\times10^{18}$ cm$^{-3}$ for the Gaussian.

The junction is the deep-side depth at which the implant equals the background. For the Gaussian and Pearson profiles,
\begin{align}
 x_G&=250+80\sqrt{2\ln 498.7}=532\ \mathrm{nm},\\
 x_P&=250+226.3\sqrt{543.8^{1/5.5}-1}=581\ \mathrm{nm}.
\end{align}
The two-Gaussian profiles share all four moments with the Pearson profile:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & $t\sigma$ (nm) & $h_G-h$ (nat) & junction (nm)\\
$10^{-2}$ & 208 & $7.1\times10^{-3}$ & 548.4\\
$10^{-4}$ & 613 & $2.1\times10^{-3}$ & 531.4\\
$10^{-6}$ & 1924 & $2.7\times10^{-4}$ & 531.9
\end{tabular}
\end{center}
The Pearson entropy gap is $9.2\times10^{-3}$ nat, larger than all three. At $\varepsilon=10^{-6}$ the bound \eqref{eq:gap} is $2.9\times10^{-4}$ nat, close to the actual gap. The junction approaches the Gaussian value although the kurtosis stays at 4. Four moments do not fix the junction: between the first and last rows it moves by 16.5 nm, and the Pearson tail puts it about 49 nm deeper than the last row.

\section{Why a finite grid returns an answer}

On $|y|\le D$, a density with $\lambda_4<0$ is normalizable. If it meets the constraints, \eqref{eq:maxent} makes it the maximizer within that window. For $\kappa=4$ the computed solutions have $\lambda_4<0$ and a minimum on each side between the central peak and the edge:
\begin{center}
\begin{tabular}{cccc}
$D\sigma$ (nm) & minimum (nm from $R_p$) & fraction beyond & $h_G-h$ (nat)\\
480 & 406 & $6.3\times10^{-4}$ & $8.4\times10^{-3}$\\
960 & 715 & $4.8\times10^{-5}$ & $3.1\times10^{-3}$\\
1920 & 1380 & $3.0\times10^{-6}$ & $8.4\times10^{-4}$
\end{tabular}
\end{center}
Multiplying the fraction beyond the minima by $D^4$, with $D=6,12,24$, gives 0.82, 0.99 and 1.00. Each product is an upper estimate of the fourth moment supplied by these ions, since none lies beyond the edge. In the two wider windows they crowd close to the edge and supply nearly the whole excess $\kappa-3=1$, as the escape mechanism suggests; in the narrowest window the central part supplies a noticeable share. The grid sets where these ions pile up, so their depth is not a property of the implant.

\section{At zero skewness a surface does not restore the maximum}

A real target starts at $x=0$, or $y=-R_p/\sigma=-3.125$ here. On this half-axis, first impose only the moments up to the third. The computed maximizer $p_3$ is the exponential of a cubic with $\lambda_3=0.0055>0$, entropy $h_3=1.4179$ nat and kurtosis $\kappa_3=2.92$. By the Gibbs inequality, any other profile with these three moments has entropy below $h_3$. This applies to every profile with $\kappa\ne\kappa_3$.

For $\kappa>\kappa_3$ the value $h_3$ can still be approached. Put a fraction $\varepsilon=A/L^4$ of the ions uniformly in $L\le y\le L+1$, far on the deep side. With $\beta_k=\int_L^{L+1}y^k\,dy$, the remaining core must have moments
\begin{equation}
 \frac{\mu_k-\varepsilon\beta_k}{1-\varepsilon}=\mu_k+O(1/L),\qquad k=1,2,3 .
\end{equation}
The covariance matrix of $y,y^2,y^3$ under $p_3$ is nonsingular, because no nontrivial combination of them is constant. Since $\lambda_3>0$, small changes of the multipliers keep the density normalizable. The inverse function theorem then supplies a cubic-exponential core with the required moments, and it tends to $p_3$ as $L\to\infty$. The total fourth moment tends to $\kappa_3+A$, uniformly for $A$ in a bounded interval. By continuity, some $A$ near $\kappa-\kappa_3$ makes it equal to $\kappa$ at each large $L$. The uniform piece has zero entropy, so concavity gives
\begin{equation}
 h\ge(1-\varepsilon)h[\text{core}]\to h_3 .
\end{equation}
The supremum is $h_3$ and is not attained. For this ratio $R_p/\sigma$ and zero skewness, the surface lowers the threshold from 3 to 2.92. The argument needs $\lambda_3>0$ and does not carry over to every skewness: with positive skewness a maximizer can exist on the half-axis, with a remote second peak on the deep side. With the grid ending at depths of 890, 1530 and 2170 nm, the computed four-moment maximum lies below $h_3$ by $9.4\times10^{-3}$, $2.8\times10^{-3}$ and $1.4\times10^{-3}$ nat.

\section{Small skewness: existence without usefulness}

On the full axis, nonzero skewness can restore a maximizer. For skewness $\gamma=-0.3$ and $\kappa=4$, the computed density has $\lambda_4=9.2\times10^{-4}>0$ and two peaks. The second lies at $x=-1511$ nm, far above the surface.

A leading-order estimate explains its position. Take the exponent $V=\frac12y^2(1+y/L)^2$, with wells at $0$ and $-L$, and adjust the cubic coefficient slightly so that the remote well holds a fraction $(\kappa-3)/L^4$. This well contributes $\kappa-3$ to the fourth moment and $-(\kappa-3)/L$ to the third. In the core, the term $y^3/L$ shifts the mean by $-\langle y^4\rangle/L=-3/L$ and the third moment by $-\langle y^6\rangle/L=-15/L$. The third central moment is $-15/L+3(3/L)=-6/L$. Adding both contributions,
\begin{equation}
 \gamma\simeq-\frac{\kappa+3}{L},\qquad L\simeq\frac{7}{0.3}=23.3 .
\end{equation}
The computed peak is at $(1511+250)/80=22.0$ straggles from $R_p$. In this estimate $L\to\infty$ as $\gamma\to0$, which is how the maximizer is lost.

\section{Use for a real implant}

For phosphorus in silicon the symmetric, unbounded model is an idealization. The Pearson profile places 0.29\% of the dose above the surface. A rough skewness of $-0.3$, at the same range, straggle and kurtosis, moves the Pearson junction from 581 to 545 nm; this is the only correction to the junction evaluated here. Channelling can add a deep tail, which is not sized here.

Annealing need not remove the difficulty. For constant diffusivity $D_a$ on an unbounded axis, diffusion over time $\tau$ adds an independent Gaussian displacement of scaled variance $w=2D_a\tau/\sigma^2$. The new variance is $1+w$ and the new fourth moment $\kappa+6w+3w^2$, so
\begin{equation}
 \kappa'=\frac{\kappa+6w+3w^2}{(1+w)^2}=3+\frac{\kappa-3}{(1+w)^2}>3 .
\end{equation}
With $D_a=10^{-14}$ cm$^2$/s, a rough value near 1000~$^\circ$C, and $\tau=600$ s, the diffusion spread is 34.6 nm, the straggle becomes 87.2 nm and $\kappa'=3.71$. The as-implanted Pearson peak is 0.54 of a rounded intrinsic carrier density of $10^{19}$ cm$^{-3}$ (0.77 if $7\times10^{18}$ cm$^{-3}$ is used), so constant diffusivity is itself approximate. Moreover, this $D_a$ is an equilibrium value. Implant damage causes transient enhanced diffusion of phosphorus, which is not modelled here. A tenfold larger $D_a\tau$ would give a straggle of 136 nm and $\kappa'=3.12$, and the surface could then no longer be ignored.

An implementation on an unbounded axis should reject the four-moment entropy problem when $\gamma=0$ and $\kappa>3$. On a finite grid, solutions should be compared at two widths: ions that follow the edge show that the grid, and not the moments alone, sets the profile. They do not prove that a maximizer is missing, because at small nonzero skewness one can exist with its second peak beyond both grids. A remote second peak at small skewness also calls for rejection on physical grounds. The Pearson form \eqref{eq:pearson} is a usable alternative if its power-law tail suits the implant, but that tail is a modelling choice which the four moments do not impose. The complete figures are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Range 250 nm, straggle 80 nm, kurtosis 4.0
Dose 1.0e+14 cm^-2, background 1.0e+16 cm^-3
Pearson exponent m = 5.500
Pearson length c = 2.8284 straggles = 226.3 nm
Pearson norm N = 0.43504 (scaled depth)
Peak, Gaussian: 4.987e+18 cm^-3
Peak, Pearson: 5.438e+18 cm^-3
Entropy supremum h_G = 1.418939 nat (scaled depth)
Pearson entropy = 1.409691 nat, gap 0.009248 nat
Junction, Gaussian: 532.0 nm
Junction, Pearson: 581.2 nm
Two-Gaussian profiles with the same four moments:
 eps 1e-02: widths 77.64 nm, 207.8 nm; junction 548.4 nm
   entropy gap 7.051e-03 nat, upper bound 2.005e-02 nat
 eps 1e-04: widths 79.77 nm, 613.1 nm; junction 531.4 nm
   entropy gap 2.080e-03 nat, upper bound 2.691e-03 nat
 eps 1e-06: widths 79.98 nm, 1923.9 nm; junction 531.9 nm
   entropy gap 2.731e-04 nat, upper bound 2.856e-04 nat
Largest kurtosis in symmetric quartic scan: 2.99761
Maximum entropy in a window of given half-width about the range:
 480 nm: quartic coeff. -1.138e-02, gap 8.389e-03 nat
   minimum 406 nm from range, edge fraction 6.296e-04
 960 nm: quartic coeff. -3.274e-03, gap 3.075e-03 nat
   minimum 715 nm from range, edge fraction 4.764e-05
 1920 nm: quartic coeff. -8.502e-04, gap 8.376e-04 nat
   minimum 1380 nm from range, edge fraction 3.005e-06
Half-axis: cubic coeff. 0.00549, threshold kurtosis 2.9201
Half-axis entropy limit 1.417943 nat
 deep end 890 nm: gap 9.378e-03 nat
 deep end 1530 nm: gap 2.810e-03 nat
 deep end 2170 nm: gap 1.358e-03 nat
Skewness -0.3: maximizer exists, quartic coeff. 9.173e-04
 number of peaks 2, shallowest at -1511 nm depth
Junction, Pearson with skewness -0.3: 544.8 nm
 shift from zero skewness: -36.4 nm
Anneal: D = 1.0e-14 cm^2/s, time 600 s
 diffusion spread 34.6 nm, new straggle 87.2 nm
 kurtosis after anneal 3.7091
Fraction above surface: before 2.893e-03, after 4.065e-03
Intrinsic density at anneal (rough): 1.0e+19 cm^-3
Pearson peak / intrinsic density: 0.54
\end{verbatim}
